\section*{Comment: a smooth polaron barrier can join two electronic branches}

\section{The argument under comment}

The argument concerns a small polaron hopping between two equivalent sites, treated with a Hubbard-corrected density functional. Eight geometries are placed on the path. Each calculation starts from the density of the nearer endpoint, and each converges. The energies are symmetric, and a spline through them has a rounded maximum. From this it is concluded that the electron stayed in one state that changed continuously along the path, and that the maximum of the spline is the migration barrier.

The calculations may all be sound, but the conclusion does not follow. Convergence at each geometry shows that a self-consistent solution was found there. It does not show that neighbouring solutions belong to the same branch. Does the smooth curve exclude a change of branch? A model with one electron and two sites can answer this without numerical ambiguity.

\section{A model in which the question can be settled}

Rydberg atomic units are used, with energies in Ry and lengths in bohr. One spin-polarized electron has real site amplitudes $c_1,c_2$ and occupations $n_i=c_i^2$, with $n_1+n_2=1$. Let $m=n_2-n_1$, so that $m=-1$ means an electron on site 1. A classical lattice coordinate $q$ favours site 1 when negative and site 2 when positive. With positive hopping $t$, coupling $g$ and stiffness $K$, the energy is
\begin{equation}
E=gq(n_1-n_2)-2tc_1c_2+\tfrac12Kq^2
+\tfrac W2\sum_i n_i^2+\tfrac U2\sum_i n_i(1-n_i).
\end{equation}
The $W$ term imitates the spurious repulsion of the electron with itself; the $U$ term is the Hubbard correction.

The lowest orbital has amplitudes of equal sign, because this makes the hopping energy negative. Hence $2c_1c_2=2\sqrt{n_1n_2}=\sqrt{1-m^2}$. Also $\sum_i n_i^2=(1+m^2)/2$ and $\sum_i n_i(1-n_i)=(1-m^2)/2$. The last two energy terms add up to
\begin{equation}
\tfrac W4(1+m^2)+\tfrac U4(1-m^2)=\tfrac W2+\tfrac I4(1-m^2),
\qquad I=U-W,
\end{equation}
and therefore
\begin{equation}
E(q,m)=\tfrac W2+\tfrac12Kq^2-gqm-t\sqrt{1-m^2}+\tfrac I4(1-m^2).
\label{energy}
\end{equation}
Only the net correction $I$ affects energy differences. I take $I\ge0$. For $U=W$ the self-interaction leaves just a constant, and the model becomes the exact one-electron problem.

\section{Two converged solutions at one geometry}

At fixed $q$,
\begin{align}
\frac{\partial E}{\partial m}&=-gq+\frac{tm}{\sqrt{1-m^2}}-\frac{Im}{2},
\label{stationary}\\
\frac{\partial^2E}{\partial m^2}&=\frac{t}{(1-m^2)^{3/2}}-\frac I2 .
\label{curvature}
\end{align}
If $I<2t$, the second derivative is positive for every $m$, so there is one solution. If $I>2t$, it is negative for $|m|<m_s$. Define $u=2t/I$. Setting \eqref{curvature} to zero gives $(1-m_s^2)^{3/2}=u$, or
\begin{equation}
m_s^2=1-u^{2/3}.
\end{equation}

The left branch, with $m<-m_s$, ends at $m=-m_s$. There \eqref{stationary} must vanish. Using $\sqrt{1-m_s^2}=u^{1/3}$ and $t=Iu/2$,
\begin{equation}
gq_s=-\frac{tm_s}{u^{1/3}}+\frac{Im_s}{2}
=\frac I2m_s\left(1-u^{2/3}\right)=\frac I2m_s^3 .
\label{edge}
\end{equation}
By symmetry the right branch begins at $-q_s$. For $|q|<q_s$ both are energy minima.

Is one of them merely an unfinished iteration? Differentiating the interaction terms gives the site potentials $v_i=Wn_i+U(\tfrac12-n_i)=U/2-In_i$. Half the difference of the two diagonal Hamiltonian elements is
\begin{equation}
b=gq+\tfrac12(v_1-v_2)=gq+\tfrac12Im .
\end{equation}
Apart from a constant, the Hamiltonian has diagonal elements $b,-b$ and off-diagonal elements $-t$. Its lowest orbital has $m=b/\sqrt{b^2+t^2}$. A plain iteration therefore replaces $m$ by
\begin{equation}
F(m)=\frac{b}{\sqrt{b^2+t^2}},\qquad
F'(m)=\frac I2\frac{t^2}{(b^2+t^2)^{3/2}} .
\end{equation}
At a solution, $1-m^2=t^2/(b^2+t^2)$, so
\begin{equation}
F'=\frac{I}{2t}(1-m^2)^{3/2}.
\end{equation}
Comparison with \eqref{curvature} shows that $F'<1$ precisely when the energy curvature is positive. Both branches attract the iteration, and tighter convergence cannot remove either.

This also explains hysteresis. $F$ increases with both $m$ and $q$. In a forward scan the old $m$ lies below the left solution at the next $q$. The iterates rise towards that solution and cannot pass it, because an increasing map keeps points below a fixed point below it. The scan stays on the left branch until that branch ends, whatever the step. A backward scan does the same on the right branch. Linear mixing, $m\to(1-\alpha)m+\alpha F(m)$ with $0<\alpha\le1$, is also an increasing map with the same fixed points, so damping does not remove the hysteresis. The statement is for this model; accelerated (secant-type) mixing or a fresh initial guess may select differently, and can even converge to the unstable solution.

\section{What happens at the top}

At $q=0$, \eqref{stationary} gives $m=0$ or $\sqrt{1-m^2}=u$. The latter pair has $m=\pm m_0$ with $m_0=\sqrt{1-u^2}$. Along either branch $\partial E/\partial m=0$, so the chain rule leaves
\begin{equation}
\frac{dE}{dq}=Kq-gm .
\label{slope}
\end{equation}
Subtracting the branches gives $d(E_L-E_R)/dq=g(m_R-m_L)>0$. The energies are equal at $q=0$ by symmetry, so the left branch is lower before the crossing and the right branch after it. The slope of the lower envelope jumps from $+gm_0$ to $-gm_0$: the top is a cusp.

Its height needs the endpoint energy. Minimizing \eqref{energy} over $q$ gives $q=gm/K$. With $\lambda=g^2/K$ and $A=\lambda+I/2$,
\begin{equation}
E=\tfrac W2+\tfrac I4-\tfrac A2m^2-t\sqrt{1-m^2}.
\end{equation}
Its $m$ derivative is $m(t/\sqrt{1-m^2}-A)$. For $A>t$, the minima have $\sqrt{1-m^2}=t/A$, and
\begin{equation}
E_{\min}=\tfrac W2+\tfrac I4-\tfrac A2\left(1-\tfrac{t^2}{A^2}\right)-\tfrac{t^2}{A}
=\tfrac W2+\tfrac I4-\tfrac A2-\tfrac{t^2}{2A}.
\end{equation}
At the cusp, $-tu+Iu^2/4=-2t^2/I+t^2/I=-t^2/I$. Since $A/2-I/4=\lambda/2$,
\begin{equation}
B_{\rm cusp}=\frac\lambda2-\frac{t^2}{I}+\frac{t^2}{I+2\lambda}.
\label{cusp}
\end{equation}

The remaining solution, $m=0$, has energy $W/2-t+I/4$. Its barrier is
\begin{equation}
B_{\rm sym}=-t+\frac A2+\frac{t^2}{2A}=\frac{(A-t)^2}{2A}.
\label{sym}
\end{equation}
For $I>2t$ it is an electronic maximum, lying above the cusp by
\begin{equation}
\frac I4-t+\frac{t^2}{I}=\frac I4(1-u)^2 .
\end{equation}
A calculation started with equal occupations can nevertheless converge to it, since exact symmetry gives the iteration no direction in which to leave. A small asymmetry, however, grows by the factor $F'(0)=I/2t>1$ at each plain iteration.

This height has a second meaning. A continuous path in $(q,m)$ from one minimum to the other must cross $m=0$. There the energy above the minimum is $B_{\rm sym}+Kq^2/2$, which is at least $B_{\rm sym}$. The lower envelope gets below this value because its $m$ jumps at $q=0$. It is the lowest energy at each geometry, but not a continuous electronic path.

\section{The height reported by a forward scan}

Suppose $q_s$ lies before the final minimum. For $q>0$ on the left branch, $m<0$ and \eqref{slope} is positive, so the energy keeps rising to $q_s$. Put $x=u^{2/3}$, so that $m_s^2=1-x$. From \eqref{edge}, the terms of \eqref{energy} at the edge are
\begin{align}
\tfrac12Kq_s^2&=\frac{I^2(1-x)^3}{8\lambda}, &
gq_sm_s&=\frac I2(1-x)^2,\\
-t\sqrt{1-m_s^2}&=-\frac I2x^2, &
\frac I4(1-m_s^2)&=\frac I4x .
\end{align}
The last three add up to $I/2-3Ix/4$. Thus the fine-step limit of the scan barrier is
\begin{equation}
B_{\rm scan}=\frac{I^2(1-x)^3}{8\lambda}+\frac I2-\frac{3Ix}{4}
-\left(E_{\min}-\frac W2\right).
\label{scan}
\end{equation}
At $q_s$ the energy falls as $m$ moves from $-m_s$ to the right branch, and this motion crosses $m=0$. Hence $B_{\rm scan}>B_{\rm sym}+Kq_s^2/2$, and the three heights obey $B_{\rm cusp}<B_{\rm sym}<B_{\rm scan}$. If $q_s$ lies beyond the final minimum, the scan reaches the final geometry with the electron still on the wrong site.

\section{A numerical case}

Take the round model parameters $t=0.010$~Ry, $g=0.10$~Ry/bohr, $K=0.20$~Ry/bohr$^2$, $W=0.20$~Ry and $U=0.26$~Ry. Then $I=0.06$~Ry exceeds $2t=0.02$~Ry, and $u=1/3$. Further, $\lambda=0.10^2/0.20=0.05$~Ry and $A=0.05+0.03=0.08$~Ry. The minima lie at $|q|=0.496$~bohr. With $m_s=0.7206$, \eqref{edge} gives
\begin{equation}
q_s=\frac{0.06}{2(0.10)}(0.7206)^3=0.112\ \text{bohr},
\end{equation}
well before the final minimum. A scan in steps of $0.05$~bohr gives, relative to the minimum:
\begin{center}
\begin{tabular}{rrr}
$q$ (bohr) & forward (Ry) & backward (Ry)\\
$-0.10$ & 0.0154 & 0.0340\\
$0.00$ & 0.0240 & 0.0240\\
$0.10$ & 0.0340 & 0.0154\\
$0.15$ & 0.0118 & 0.0118
\end{tabular}
\end{center}
At $q=0$ the energies agree, but the occupations do not: $m=-0.943$ forward and $+0.943$ backward. Comparing energies at the midpoint alone would miss the second branch. With steps of about $0.005$ and $0.0025$~bohr, the switch still occurs within one step after $q_s$, as tested in both directions.

The heights follow from \eqref{cusp}, \eqref{sym} and \eqref{scan}. For the last, $E_{\min}-W/2=0.015-0.040-0.000625=-0.025625$~Ry and $x=1-m_s^2=0.4807$:
\begin{align}
B_{\rm cusp}&=0.025-\frac{0.0001}{0.06}+\frac{0.0001}{0.16}=0.0240\ \text{Ry},\\
B_{\rm sym}&=\frac{0.07^2}{0.16}=0.0306\ \text{Ry},\\
B_{\rm scan}&=0.00126+0.03-0.02163+0.02563=0.0353\ \text{Ry}.
\end{align}
In eV these are 0.326, 0.417 and 0.480. The forward scan exceeds the cusp height by 47 per cent of the latter. One functional on one path has produced three barrier heights. The first two are converged solutions at $q=0$. The third is the limit approached as the step shrinks: the scans with steps of $0.05$, about $0.005$ and about $0.0025$~bohr peak at $0.0340$, $0.0349$ and $0.0352$~Ry.

\section{Why the plotted curve looked smooth}

Starting each image from the nearer endpoint selects the lower branch on each side. The points are symmetric, and with eight images none lies at the crossing. A cubic spline has continuous slope by construction, so its rounded top is a property of the interpolation. With eight equally spaced images, the two minima counted among them, and zero slope imposed at the minima, it gives $0.0194$~Ry at $q=0$, which is $0.0046$~Ry, or 19 per cent, below the cusp.

Near the crossing the envelope contains $-gm_0|q|$. The function $|q|$ has no length of its own, so away from the ends its interpolation error scales with the image spacing. The computed errors for 16, 32 and 64 images, $2.1$, $1.0$ and $0.51$~mRy in magnitude, fall in this way. For the smooth curve with $U=W$, the error falls by a factor of about 23 between 32 and 64 images. Adding an image at $q=0$ would repair the height, but the spline would still have zero slope there, whereas the one-sided slopes are $\pm0.0943$~Ry/bohr.

A second difference exposes the cusp. If $C$ is the curvature of one branch at the crossing, then $E(\pm h)=E(0)-gm_0h+Ch^2/2+\cdots$, and
\begin{equation}
\frac{E(h)-2E(0)+E(-h)}{h^2}=-\frac{2gm_0}{h}+C+\cdots .
\end{equation}
For $h=0.04$, $0.02$ and $0.01$~bohr it is $-4.55$, $-9.27$ and $-18.70$~Ry/bohr$^2$. It roughly doubles at each halving and has no limit.

\section{Is the crossing physical?}

In this example it is not. For $U=W$, minimizing \eqref{energy} over $m$ gives $m=gq/\sqrt{t^2+g^2q^2}$ and
\begin{equation}
E=\tfrac W2+\tfrac12Kq^2-\sqrt{t^2+g^2q^2}.
\end{equation}
This is smooth for any $t>0$. Its curvature at the top is $K-g^2/t=0.2-1.0=-0.8$~Ry/bohr$^2$, to which the second differences converge. Its barrier is \eqref{sym} with $A=\lambda$, namely $0.04^2/0.10=0.0160$~Ry, or $0.218$~eV. The cusp comes from correcting by more than the self-interaction error, with an excess larger than $2t$.

The threshold itself is instructive. At $I=2t$, expanding \eqref{stationary} for small $m$ gives $gq\simeq tm^3/2$, so $m\simeq(2gq/t)^{1/3}$. The slope $Kq-gm$ is then continuous, but the curvature diverges at $q=0$. Below threshold, linearizing \eqref{stationary} gives $m\simeq gq/(t-I/2)$, so by \eqref{slope} the curvature at the top is $K-g^2/(t-I/2)$. This is finite, but its magnitude grows without bound as $I\to2t$. Energies at images spaced more widely than the range of $q$ over which $m$ reverses do not resolve this rounding.

The opposite limit, $t\to0$, warns against calling every cusp an artefact. The sites then decouple, and even the exact lower envelope consists of two crossing parabolas, with barrier $\lambda/2$. The model shows that a functional can create a crossing; it does not show that every crossing in a many-electron material has this origin.

\section{What the argument needs}

The path should be scanned in both directions, each calculation starting from the preceding density. Energies and site occupations should be compared at equal geometries, including points off the midpoint. A disagreement between converged solutions at one geometry establishes that more than one self-consistent solution exists there. Agreement is weaker evidence, since neither scan need have visited every solution. One-sided forces near the top should also be reported.

If two branches appear, the lower envelope, the symmetric solution and the end of a scan must be named separately, and the dependence on $U$ examined. Until then, the eight energies support the statement that converged solutions exist at eight geometries. They do not support the claim of one continuous electronic state, nor the barrier read from the spline. The numerical output below gives the full set of values for the case discussed here.

\section*{Table of computed values}
\begin{verbatim}
t = 0.010 Ry, g = 0.10 Ry/bohr, K = 0.20 Ry/bohr^2
W = 0.20 Ry, U = 0.26 Ry, I = U-W = 0.06 Ry
lambda = 0.050 Ry, A = 0.080 Ry
threshold 2t = 0.020 Ry, u = 2t/I = 0.33333
minima: |q| = 0.49608 bohr, |m| = 0.99216
stability edge: q_s = 0.11225 bohr, m_s = 0.72059
crossing: m0 = 0.94281
SCF slope at q = 0.05612 bohr, left branch: 0.22208
Scan, step 0.05 bohr; energies above minimum in Ry
q/bohr  E_forward  E_backward  m_forward  m_backward
 -0.20   0.008629   0.008629   -0.98012   -0.98012
 -0.15   0.011768   0.011768   -0.97542   -0.97542
 -0.10   0.015380   0.034014   -0.96876    0.83069
 -0.05   0.019451   0.028857   -0.95883    0.91309
  0.00   0.023958   0.023958   -0.94281    0.94281
  0.05   0.028857   0.019451   -0.91309    0.95883
  0.10   0.034014   0.015380   -0.83069    0.96876
  0.15   0.011768   0.011768    0.97542    0.97542
  0.20   0.008629   0.008629    0.98012    0.98012
step 0.00496 bohr: first switched q forward 0.11410, backward -0.11410 bohr
  highest forward-scan energy 0.034945 Ry
step 0.00248 bohr: first switched q forward 0.11410, backward -0.11410 bohr
  highest forward-scan energy 0.035190 Ry
barrier, cusp (lower envelope): 0.023958 Ry = 0.3260 eV
barrier, symmetric unstable solution: 0.030625 Ry = 0.4167 eV
barrier, forward scan, fine-step limit: 0.035251 Ry = 0.4796 eV
barrier, exact one-electron, U=W: 0.016000 Ry = 0.2177 eV
forward-scan excess over cusp: 47.1 percent
electronic hump at q=0: 0.006667 Ry
energy drop at q_s: 0.020799 Ry
cusp slopes: left 0.094281, right -0.094281 Ry/bohr
Second difference at q=0 in Ry/bohr^2: cusp, exact U=W
  h = 0.04 bohr: -4.5501, -0.7629
  h = 0.02 bohr: -9.2667, -0.7902
  h = 0.01 bohr: -18.6963, -0.7975
exact U=W curvature: -0.8000 Ry/bohr^2
Spline error at q=0 in Ry: cusp, exact U=W
  8 images: -4.582e-03, -5.380e-04
  16 images: -2.132e-03, -3.240e-05
  32 images: -1.031e-03, -1.132e-06
  64 images: -5.071e-04, -5.015e-08
8-image spline barrier at cusp: 0.019377 Ry
\end{verbatim}
